\section*{Desorption energy from first-order peaks at two heating rates}

\section*{Question}

A molecule is strongly adsorbed on a tungsten crystal in ultrahigh vacuum. The crystal is heated at a constant rate $\beta$, so that $T=T_0+\beta t$, and the desorption rate is recorded. It is greatest at $T_1=500$ K when $\beta_1=1$ K/s, and at $T_2=530$ K when $\beta_2=10$ K/s. Take desorption to be first order,
\begin{equation}
r=-\frac{d\theta}{dt}=k(T)\,\theta,\qquad k(T)=\nu\,e^{-E/k_BT},
\label{law}
\end{equation}
where $\theta$ is the coverage, $E>0$ the activation energy for desorption and $\nu>0$ the prefactor. Until part (f), $E$ and $\nu$ depend on neither coverage nor temperature. Until part (g), nothing readsorbs and the detector follows $r$ without delay. The algebra is in atomic units with $k_B$ kept explicit, so $k_BT$ is an energy and Planck's constant is $2\pi$.

\begin{enumerate}
\item[(a)] Derive the condition for the peak temperature. Show that there is one peak and that the initial coverage does not affect its position.
\item[(b)] Eliminate $\nu$ between the two runs and find $E$.
\item[(c)] Find $\nu$ and compare it with the attempt rate $k_BT_1/2\pi$. What would the first peak alone have given with an assumed $\nu=10^{13}$ s$^{-1}$, and does the second peak allow that value?
\item[(d)] Each peak temperature has an independent standard error of 1 K. Find the errors of $E$ and $\nu$.
\item[(e)] Estimate the coverage left at the peak. Could the two peaks equally well come from second-order desorption, and which further measurement would decide?
\item[(f)] How does the inferred energy change its meaning if (i) $\nu$ is proportional to $T$, or (ii) the barrier is $E_0-w\theta$ with $w=0.10$ eV?
\item[(g)] The chamber has volume $V=30$ L and pumping speed $S=300$ L/s. The crystal has an area of 1 cm$^2$, is 1 mm thick and is heated from the back. Estimate the effects of pumping delay, readsorption and thermal lag on $E$. Take a gas of mass 28 u at 300 K and, for tungsten, the rough values 1.5 W/(cm K) for the thermal conductivity and 2.6 J/(cm$^3$ K) for the heat capacity.
\end{enumerate}

\section*{Model answers}

\subsection*{(a) The peak condition}

Since $dT=\beta\,dt$, the rate law becomes $d\theta/dT=-(k/\beta)\theta$. The logarithm of the rate is $\ln r=\ln\nu-E/k_BT+\ln\theta$, and its derivative is
\begin{equation}
\frac{d\ln r}{dT}=\frac{E}{k_BT^2}+\frac1\theta\frac{d\theta}{dT}
=\frac{E}{k_BT^2}-\frac{k(T)}{\beta}.
\label{slope}
\end{equation}
The first term is the thermal speeding-up of desorption; the second is the loss of molecules still able to desorb. The coverage has cancelled, so the initial coverage sets the height of the peak but not its position.

The first term falls steadily from infinity to zero as $T$ rises from zero. The second rises steadily from zero towards $\nu/\beta$. They therefore cross once, and the slope changes there from positive to negative, which makes the crossing a maximum. It is seen if the ramp starts below it. The peak condition is
\begin{equation}
\frac{E}{k_BT_p^2}=\frac{\nu}{\beta}\,e^{-E/k_BT_p}.
\label{peak}
\end{equation}

\subsection*{(b) The activation energy}

Solving (\ref{peak}) for $\beta/T_p^2$ and taking the logarithm gives, for run $i$,
\begin{equation}
\ln\frac{\beta_i}{T_i^2}=\ln\frac{\nu k_B}{E}-\frac{E}{k_BT_i}.
\end{equation}
The first term on the right is the same in both runs. Subtracting run 1 from run 2 removes it:
\begin{equation}
\ln\frac{\beta_2}{\beta_1}-2\ln\frac{T_2}{T_1}
=\frac{E}{k_B}\left(\frac1{T_1}-\frac1{T_2}\right).
\end{equation}
With $D=1/T_1-1/T_2$,
\begin{equation}
E=\frac{k_B}{D}\left[\ln\frac{\beta_2}{\beta_1}-2\ln\frac{T_2}{T_1}\right].
\label{E}
\end{equation}
No approximation has been made beyond the stated model. The heating rates must differ: for equal rates the peaks coincide and (\ref{E}) becomes $0/0$.

The bracket is $2.30259-0.11654=2.18605$, and $D=1.13208\times10^{-4}$ K$^{-1}$. Hence $E/k_B=19310$ K. Multiplication by $k_B=8.61733\times10^{-5}$ eV/K gives
\begin{equation}
E=1.664\ \text{eV}\quad(160.6\ \text{kJ/mol}).
\end{equation}
This is the barrier to leaving the surface. It equals the adsorption energy if adsorption has no barrier of its own, apart from thermal terms of order $k_BT$.

\subsection*{(c) The prefactor}

Equation (\ref{peak}) gives
\begin{equation}
\nu=\frac{\beta_1E}{k_BT_1^2}\,e^{E/k_BT_1}.
\label{nu}
\end{equation}
Here $E/k_BT_1=38.62$ and $E/k_BT_1^2=19310/500^2=0.0772$ K$^{-1}$, so $\nu=4.6\times10^{15}$ s$^{-1}$. The attempt rate $k_BT_1/2\pi$ is $1.04\times10^{13}$ s$^{-1}$, smaller by a factor of about 440. In transition-state theory a large ratio means that the molecule has more thermally accessible states at the transition state than when adsorbed, for instance because it moves and turns more freely there. The factor of 440 is not itself the ratio of states, because the transition-state prefactor is proportional to $T$. Fitting $k=q\,(k_BT/2\pi)\,e^{-E'/k_BT}$ to both peaks gives $E'=1.621$ eV and $q\approx160$, about $440/e$; part (f) treats this form.

For a single peak, put $x=E/k_BT_1$ in (\ref{nu}) and take the logarithm:
\begin{equation}
x+\ln x=\ln\frac{\nu T_1}{\beta_1}.
\end{equation}
With $\nu=10^{13}$ s$^{-1}$ the right side is $\ln(5\times10^{15})=36.15$. The root is $x=32.66$, or $E=1.407$ eV, which is 0.26 eV below the two-peak value. Putting this pair of parameters back into (\ref{peak}) with $\beta_2=10$ K/s and solving for the temperature predicts a second peak at 535.5 K. The observed peak is 5.5 K lower. Within the first-order model with constant parameters, an error of 1 K does not readily cover that difference, so the assumed prefactor does not fit the pair of peaks.

\subsection*{(d) Errors}

Write (\ref{E}) as $ED=k_B[\ln(\beta_2/\beta_1)-2\ln T_2+2\ln T_1]$. Since $\partial D/\partial T_1=-1/T_1^2$ and $\partial D/\partial T_2=+1/T_2^2$, differentiation gives
\begin{align}
D\frac{\partial E}{\partial T_1}-\frac{E}{T_1^2}&=\frac{2k_B}{T_1},&
D\frac{\partial E}{\partial T_2}+\frac{E}{T_2^2}&=-\frac{2k_B}{T_2},
\end{align}
and therefore
\begin{align}
\frac{\partial E}{\partial T_1}&=\frac1D\left(\frac{2k_B}{T_1}+\frac{E}{T_1^2}\right)=0.0618\ \text{eV/K},\\
\frac{\partial E}{\partial T_2}&=-\frac1D\left(\frac{2k_B}{T_2}+\frac{E}{T_2^2}\right)=-0.0552\ \text{eV/K}.
\end{align}
Independent errors of 1 K add in quadrature:
\begin{equation}
\delta E=\sqrt{0.0618^2+0.0552^2}\ \text{eV}=0.083\ \text{eV}.
\end{equation}
The result is thus $1.66\pm0.08$ eV. An offset common to both readings does much less harm, because the derivatives nearly cancel: it changes $E$ by $0.0618-0.0552=0.0066$ eV per kelvin.

For the prefactor, the logarithm of (\ref{nu}) has the differential
\begin{equation}
d\ln\nu=\left(\frac1E+\frac1{k_BT_1}\right)dE-\left(\frac2{T_1}+\frac{E}{k_BT_1^2}\right)dT_1 .
\end{equation}
The first bracket is 23.8 eV$^{-1}$ and the second 0.081 K$^{-1}$. Inserting $dE$ gives coefficients $23.8\times0.0618-0.081=1.39$ for $T_1$ and $-23.8\times0.0552=-1.31$ for $T_2$, both per kelvin. Their quadrature sum is 1.91, so one standard error multiplies or divides $\nu$ by $e^{1.91}\approx6.8$. The errors of $E$ and $\nu$ go together: too high a barrier comes with too high a prefactor, and the two nearly cancel in the rate constant near the measured peaks, whose standard error is only about 6\% at $T_1$ and 11\% at $T_2$.

\subsection*{(e) Coverage at the peak, and the order}

Integrating $d\ln\theta/dT=-k/\beta$ from the start of the ramp gives $\ln(\theta_0/\theta_p)=\beta^{-1}\int k\,dT$. Because $dk/dT=(E/k_BT^2)k$, one may write $k=(k_BT^2/E)\,dk/dT$ and integrate by parts:
\begin{equation}
\int_{T_0}^{T_p}k\,dT=\left[\frac{k_BT^2}{E}k\right]_{T_0}^{T_p}-\int_{T_0}^{T_p}\frac{2k_BT}{E}\,k\,dT .
\end{equation}
The value at $T_0$ is negligible for a cold start. In the last integral $k$ is concentrated near $T_p$, so to first order in $\epsilon=k_BT_p/E$ the factor $2k_BT/E$ may be replaced by $2\epsilon$ and the remaining integral by its leading value:
\begin{equation}
\int_{T_0}^{T_p}k\,dT\simeq\frac{k_BT_p^2}{E}\,k(T_p)\,(1-2\epsilon).
\label{int}
\end{equation}
By (\ref{peak}), $k_BT_p^2k(T_p)/E=\beta$, and so
\begin{equation}
\frac{\theta_p}{\theta_0}\simeq e^{-(1-2\epsilon)} .
\end{equation}
For the slow run $2\epsilon=2/38.62=0.052$ and the fraction is 0.387. Integrating the rate equation numerically from 350 K, with an eighth-order Runge--Kutta method, gives 0.386. About three fifths of the layer has left when the rate is greatest.

For second-order desorption, $r=k\theta^2$, the same steps as in (a) give
\begin{equation}
\frac{E}{k_BT_p^2}=\frac{2\theta_p\,k(T_p)}{\beta}.
\label{second}
\end{equation}
The coverage now follows from $1/\theta_p-1/\theta_0=\beta^{-1}\int k\,dT$. By (\ref{int}) and (\ref{second}) the right side is $(1-2\epsilon)/(2\theta_p)$. Multiplying by $\theta_p$ gives
\begin{equation}
\frac{\theta_p}{\theta_0}\simeq1-\frac{1-2\epsilon}{2}=\frac12+\epsilon .
\end{equation}
This hardly changes between the runs if $\theta_0$ is the same, so $2\theta_p\nu$ acts as a constant prefactor and (\ref{E}) still nearly holds. Numerical integration with the parameters found above and $\theta_0=1$ puts the second-order peaks at 499.4 K and 529.3 K. From these, (\ref{E}) returns 1.666 eV. The two given peaks therefore cannot establish the order.

The further measurement is a change of initial coverage at fixed heating rate. A first-order peak with constant parameters stays in place. Halving $\theta_0$ in the second-order case halves the effective prefactor. Taking the logarithm of (\ref{second}) and varying $T_p$ gives
\begin{equation}
\delta T\simeq\frac{\ln2}{E/k_BT_p^2+2/T_p}=\frac{0.693}{0.0772+0.0040}\ \text{K}=8.5\ \text{K}
\end{equation}
upwards. Numerical integration gives 8.65 K for the slow run, which is easily measured.

\subsection*{(f) Parameters that are not constant}

\textit{(i) Prefactor proportional to $T$.} Let $k=aT\,e^{-E'/k_BT}$. The slope (\ref{slope}) gains a term $1/T$, and the peak condition becomes
\begin{equation}
\frac{E'+k_BT_p}{k_BT_p^2}=\frac{aT_p}{\beta}\,e^{-E'/k_BT_p}.
\end{equation}
Forming the difference of logarithms as in (b), one finds that formula (\ref{E}) returns
\begin{equation}
E_{\rm inf}=E'+\frac{k_B}{D}\left[\ln\frac{T_2}{T_1}-\ln\frac{E'+k_BT_2}{E'+k_BT_1}\right].
\end{equation}
Let $\bar T=\sqrt{T_1T_2}$. For close peaks $\ln(T_2/T_1)\simeq(T_2-T_1)/\bar T$, while $D=(T_2-T_1)/\bar T^2$. The first logarithm thus contributes $k_B\bar T$. For $k_BT\ll E'$ the second is about $k_B(T_2-T_1)/E'$ and contributes $-(k_B\bar T)^2/E'$. Hence
\begin{equation}
E_{\rm inf}\simeq E'+k_B\bar T\left(1-\frac{k_B\bar T}{E'}\right).
\end{equation}
Apart from the small term $-(k_B\bar T)^2/E'$, the formula measures the temperature slope of the rate constant, which includes the slope of its prefactor. A numerical integration with $E'=1.621$ eV, and $a$ chosen to keep $k(T_1)$ unchanged, leads to an inferred 1.664 eV. The difference of 0.043 eV is what the estimate gives.

\textit{(ii) Repulsion.} With the barrier $E(\theta)=E_0-w\theta$, molecules on a crowded surface leave more easily. Now $\ln r=\ln\nu-(E_0-w\theta)/k_BT+\ln\theta$ depends on $\theta$ in two places:
\begin{equation}
\frac{d\ln r}{dT}=\frac{E(\theta)}{k_BT^2}+\left(\frac{w}{k_BT}+\frac1\theta\right)\frac{d\theta}{dT}.
\end{equation}
Inserting $d\theta/dT=-k\theta/\beta$ and setting the slope to zero gives
\begin{equation}
\frac{\beta E(\theta_p)}{k_BT_p^2}=k\left(1+\frac{w\theta_p}{k_BT_p}\right).
\end{equation}
The peak position now depends on initial coverage even though the order is one, so a shift with coverage does not by itself prove second order. With the parameters below, halving $\theta_0$ moves the slow peak up by about 12 K, in the same direction as the second-order shift of part (e) and by more.

Take $E_0=1.664$ eV, $w=0.10$ eV, the same $\nu$ and $\theta_0=1$. Numerical integration of both runs gives $\theta_p=0.48$ in the slow run, where the barrier is 1.616 eV. Formula (\ref{E}), applied to the two new peaks, returns 1.585 eV. This is 0.08 eV below the zero-coverage barrier and 0.03 eV below the barrier at the peak coverage. Part of the second difference comes from the factor $1+w\theta_p/k_BT_p$, which at fixed $\theta_p$ falls as the temperature rises and so imitates a weaker activation.

\subsection*{(g) The apparatus}

\textit{Pumping delay.} Let $N$ be the number of gas molecules in the chamber per surface site. Then $dN/dt=r-N/\tau$, with $\tau=V/S=0.10$ s. When $r$ varies slowly over $\tau$, solving by iteration gives
\begin{equation}
N\simeq\tau\left(r-\tau\frac{dr}{dt}\right)\simeq\tau\,r(t-\tau).
\end{equation}
The pressure peak comes later by $\tau$, and appears too hot by $\beta\tau$: 0.1 K in the slow run and 1.0 K in the fast one. Numerical integration of the coupled equations gives 0.10 K and 0.97 K. The sensitivities of part (d) then predict a change of $0.0618\times0.10-0.0552\times0.97=-0.047$ eV. Applying (\ref{E}) to the delayed peaks gives 1.618 eV instead of 1.664 eV. Conversely, if the stated 500 K and 530 K were uncorrected pressure maxima from this chamber, the barrier would be near 1.71 eV.

\textit{Readsorption.} The mean gas speed is $\bar v=\sqrt{8k_BT/\pi m}=476$ m/s. Molecules strike an area $A$ at the volume rate $A\bar v/4=11.9$ L/s, which is 4\% of the pumping speed. Let each molecule that strikes an empty site stick, so that a term $(A\bar v/4V)(1-\theta)N$ is added to $d\theta/dt$ and taken from $dN/dt$. Numerical integration then moves the pressure peaks up by a further 0.11 K and 0.10 K. Nearly equal shifts almost cancel in $E$, which becomes 1.619 eV.

\textit{Thermal lag.} Let $x$ run from the heated back to the front at $x=L$, where heat loss is neglected. After a short transient, $T(x,t)=T_0+\beta t-u(x)$. The heat equation $\partial T/\partial t=\alpha\,\partial^2T/\partial x^2$ requires $\alpha u''=-\beta$, with $u(0)=0$ and $u'(L)=0$. Integrating twice,
\begin{equation}
u'=\frac{\beta}{\alpha}(L-x),\qquad u(L)=\frac{\beta L^2}{2\alpha}.
\end{equation}
The diffusivity is $\alpha=1.5/2.6=0.58$ cm$^2$/s, so at 10 K/s the front lags by 0.087 K. A thermometer on the back then reads the fast peak too high by this amount and the slow peak too high by a tenth of it. By the sensitivities of part (d) this lowers $E$ by about 0.004 eV, which is negligible here.

\textit{The real case.} The adsorbate is a model, and its prefactor is well above the value of $10^{13}$ s$^{-1}$ tried in part (c). In a real layer $E$ may depend on coverage; for the repulsion of part (f) this moves the result by 0.08 eV, as much as the reading errors do. A wider range of heating rates separates the peaks and reduces the effect of reading errors, but the pumping delay $\beta\tau$ grows in proportion to $\beta$ as long as it is small against the peak width, while the peak separation grows roughly as $\ln\beta$. The fast run therefore needs a short pumping time or a correction for the delay.

All numerical values are calculated from the stated model.
